# Equilibrium a-domain fraction and stress in a dense c/a/c/a film, part 1

(Sections cited here and not found follow in the second part.)

## I. Energy of the film and the equilibrium fraction

### The symmetry that fixes the answer

Take a ferroelectric whose parent phase is cubic, with axes $x_1,x_2,x_3$ along the cube edges. An a domain has polarization $(P,0,0)$ and a c domain has $(0,0,P)$. The reflection that exchanges $x_1$ and $x_3$ belongs to the cubic group and turns one domain into the other. Without stress or field the two domains therefore have equal energy. A stress with normal components $\sigma_1,\sigma_2,\sigma_3$ preserves this equality if the reflection leaves the stress unchanged, which requires $\sigma_1=\sigma_3$. The component $\sigma_2$ is unaffected by the exchange and cannot distinguish the domains.

In a film with its normal along $x_3$, the free surface sets $\sigma_3=0$. If material can pass freely between the two variants, equilibrium requires that neither be favoured, and this points to

$$\sigma_1=0 .$$

Symmetry says nothing that would remove $\sigma_2$. The form of the fraction follows from the linearity of elasticity. If the misfit and all spontaneous strains are multiplied by one factor at fixed fraction, every stress is multiplied by the same factor, and $\sigma_1=0$ still holds. Multiplying all compliances by one factor divides every stress by it, again without disturbing $\sigma_1=0$. At given $P$ the a-domain fraction can therefore depend only on the misfit divided by a spontaneous strain, on ratios of electrostriction coefficients and on ratios of compliances. The energy calculation below supplies the function, the remaining stress and the conditions under which both variants are present.

### Film, strain and energy

The film lies on a thick substrate that imposes the same in-plane strain $m$ along $x_1$ and $x_2$. This misfit strain is measured from the stress-free cubic parent, extrapolated to the working temperature. Positive $m$ means that the substrate stretches the parent lattice. Stress is positive in tension. Strains $S_i$ and stresses $\sigma_i$ use the index order 11, 22, 33, 23, 13, 12, and $S_4,S_5,S_6$ are engineering shear strains, twice the tensor components.

The film contains many alternating a and c domains, and $\phi$ is the volume fraction of a domains. The pattern is dense: its period is much smaller than the film thickness. Fields may then be taken as uniform inside each domain, apart from layers about one period thick next to the film's two faces, which are neglected. Wall energy, polarization-gradient energy, surface energy and misfit dislocations are also neglected. Electrodes in short circuit keep the mean electric field at zero. The variant polarized along $x_2$, called b here, is excluded for the present.

The energy per unit volume at given polarization and strain is

$$f(\mathbf P,S)=g(\mathbf P)+\tfrac12\,\varepsilon_i c_{ij}\varepsilon_j,\qquad \varepsilon_i=S_i-S_i^0(\mathbf P),$$

where repeated indices are summed, $c_{ij}$ is the stiffness, and $\varepsilon$ is the elastic part of the strain. The Landau energy is

$$g=a_1\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\left(P_1^2P_2^2+P_2^2P_3^2+P_1^2P_3^2\right),$$

with $a_1<0$, $a_{11}>0$ and $a_{12}>2a_{11}$. The last condition favours polarization along one cube edge over a direction between two edges. The coefficients refer to a stress-free crystal. The spontaneous strain comes from electrostriction:

$$S_1^0=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\qquad S_6^0=Q_{44}P_1P_2,$$

and the other components follow by permuting the axes. The crystal lengthens along its polarization and shrinks across it, so $Q_{11}>0$ and $Q_{12}<0$. Define

$$\Delta Q=Q_{11}-Q_{12}>0 .$$

The normal components of the spontaneous strain are then

$$\text{a: }(Q_{11},Q_{12},Q_{12})P^2,\qquad \text{c: }(Q_{12},Q_{12},Q_{11})P^2 ,$$

and all shear components vanish, because each polarization has only one nonzero component.

### Why the two domains fit together

Equal polarization magnitudes are assumed in this half. The second half shows that unequal ones cannot lower the minimum. The walls are taken with unit normal

$$\mathbf n=\frac{1}{\sqrt2}(1,0,1).$$

The electrical condition is met because

$$(\mathbf P_a-\mathbf P_c)\cdot\mathbf n=\frac{P-P}{\sqrt2}=0 .$$

The wall carries no polarization charge, and a zero electric field in both domains satisfies electrostatics.

The mechanical condition is that the displacement be continuous across the wall. The jump in displacement gradient must then have the form $d_in_j$, since derivatives along the wall cannot jump. Its symmetric part is the permitted strain jump. Choose $\mathbf d=\sqrt2\,\Delta Q\,P^2(1,0,-1)$. The gradient jump is

$$d_in_j=\Delta Q\,P^2\begin{pmatrix}1&0&1\\0&0&0\\-1&0&-1\end{pmatrix}.$$

The entries $+1$ and $-1$ off the diagonal cancel in the symmetric part and describe a relative rotation of the two lattices. What remains is

$$\Delta Q\,P^2\,\mathrm{diag}(1,0,-1),$$

which equals the spontaneous strain of a minus that of c. The whole difference in strain can therefore be spontaneous, and the elastic strain can be the same in both domains. In this model both domains have the same cubic compliance, so the stress is also the same, and traction continuity at the wall holds automatically.

### Stresses at a given fraction

A uniform stress with $\sigma_3=\sigma_4=\sigma_5=0$ satisfies the free-surface condition at every point of the surface. The substrate fixes the mean in-plane shear at $S_6=0$. There is no spontaneous $S_6$, so $\sigma_6=0$ as well. The unknown stresses are $\sigma_1$ and $\sigma_2$.

The substrate also fixes the averages $\langle S_1\rangle=\langle S_2\rangle=m$. The mean spontaneous strain along $x_1$ is

$$\phi Q_{11}P^2+(1-\phi)Q_{12}P^2=(Q_{12}+\phi\,\Delta Q)P^2 ,$$

whereas along $x_2$ it is $Q_{12}P^2$ in both domains. The elastic strains left to the film are therefore

$$e_1=m-(Q_{12}+\phi\,\Delta Q)P^2,\qquad e_2=m-Q_{12}P^2 .$$

With compliances $s_{11}$ and $s_{12}$, Hooke's law for $\sigma_3=0$ reads

$$s_{11}\sigma_1+s_{12}\sigma_2=e_1,\qquad s_{12}\sigma_1+s_{11}\sigma_2=e_2 .$$

To isolate $\sigma_1$, multiply the first equation by $s_{11}$ and the second by $s_{12}$, then subtract. Isolate $\sigma_2$ in the same way with the roles exchanged:

$$\sigma_1=\frac{s_{11}e_1-s_{12}e_2}{\Delta_s},\qquad
\sigma_2=\frac{s_{11}e_2-s_{12}e_1}{\Delta_s},\qquad \Delta_s=s_{11}^2-s_{12}^2 .$$

Elastic stability requires $s_{11}>|s_{12}|$, so $\Delta_s>0$.

### Energy at a given fraction

The substrate holds the strain, so the quantity to minimize is the stored energy $f$, without a work term for the in-plane stress. The free surface does no work because its traction is zero. The Landau energy is the same in both domains. The elastic energy is half the stress times the elastic strain, and the out-of-plane product vanishes with $\sigma_3$:

$$F=a_1P^2+a_{11}P^4+\tfrac12(\sigma_1e_1+\sigma_2e_2).$$

Insertion of the stresses gives

$$F=a_1P^2+a_{11}P^4+\frac{s_{11}e_1^2+s_{11}e_2^2-2s_{12}e_1e_2}{2\Delta_s}.$$

Differentiate the last term with respect to $e_1$ at fixed $e_2$:

$$\frac{\partial F}{\partial e_1}=\frac{s_{11}e_1-s_{12}e_2}{\Delta_s}=\sigma_1 .$$

The same operation for $e_2$ gives $\sigma_2$.

### Minimization over the fraction

At fixed $P$ and $m$, the fraction enters only through $e_1$, and $\partial e_1/\partial\phi=-\Delta Q\,P^2$. Hence

$$\boxed{\frac{\partial F}{\partial\phi}=-\sigma_1\,\Delta Q\,P^2}$$

The sign has a direct meaning. An a domain is longer along $x_1$ than a c domain by the strain $\Delta Q\,P^2$. If the film is in tension along $x_1$, converting c into a supplies length, releases tension and lowers the energy. If the film is in compression, the reverse conversion lowers it.

For the second derivative, the expression for $\sigma_1$ gives $\partial\sigma_1/\partial e_1=s_{11}/\Delta_s$, and therefore

$$\frac{\partial^2F}{\partial\phi^2}=-\Delta Q\,P^2\,\frac{s_{11}}{\Delta_s}\left(-\Delta Q\,P^2\right)=\frac{s_{11}(\Delta Q\,P^2)^2}{s_{11}^2-s_{12}^2}>0 .$$

A stationary fraction with $0<\phi<1$ is thus a minimum at that $P$, and since $\Delta Q\,P^2\ne0$ it has $\sigma_1=0$. The stress is uniform, so $\sigma_1$ vanishes in each domain as well as on average.

Now set $\sigma_1=0$ in Hooke's law. The second equation gives

$$\sigma_2=\frac{e_2}{s_{11}}=\frac{m-Q_{12}P^2}{s_{11}} .$$

The first gives $e_1=s_{12}\sigma_2=(s_{12}/s_{11})e_2$. The definitions of the elastic strains also give $e_1=e_2-\phi\,\Delta Q\,P^2$. Equating the two expressions,

$$\phi\,\Delta Q\,P^2=\left(1-\frac{s_{12}}{s_{11}}\right)e_2,$$

and so

$$\boxed{\phi=\frac{(s_{11}-s_{12})(m-Q_{12}P^2)}{s_{11}\,\Delta Q\,P^2}}$$

The factor $1-s_{12}/s_{11}$ is one plus Poisson's ratio. The surviving tension along $x_2$ tends to contract the film along $x_1$, and additional a domains must make up that length. Both variants have a short axis along $x_2$, so converting one into the other leaves the elastic strain $e_2$ unchanged, and $\sigma_2=e_2/s_{11}$ remains when $\sigma_1$ vanishes.

### Minimization over the polarization

With $\sigma_1=0$ the elastic energy is $\tfrac12\sigma_2e_2=e_2^2/(2s_{11})$. Writing $x=P^2$, the energy already minimized over $\phi$ is

$$F(x)=a_1x+a_{11}x^2+\frac{(m-Q_{12}x)^2}{2s_{11}} .$$

Its derivative must vanish:

$$a_1+2a_{11}x-\frac{Q_{12}(m-Q_{12}x)}{s_{11}}=0 .$$

Collecting the terms in $x$ gives

$$\left(2a_{11}+\frac{Q_{12}^2}{s_{11}}\right)x=-a_1+\frac{Q_{12}m}{s_{11}},$$

$$\boxed{P^2=\frac{-a_1+Q_{12}m/s_{11}}{2a_{11}+Q_{12}^2/s_{11}}}$$

The second derivative is the positive bracket on the left, so this is a minimum. Since $Q_{12}<0$, the polarization decreases as $m$ increases: tension along $x_2$ acts across the polar axis of both domains and weakens both polarizations equally.

It remains to show that the successive minimizations have found the joint minimum. Use the variables $x=P^2$ and $y=\phi P^2$, with $0\le y\le x$. The elastic strains become

$$e_1=m-Q_{12}x-\Delta Q\,y,\qquad e_2=m-Q_{12}x,$$

which are linear in $x$ and $y$. The elastic energy is a positive quadratic form in $e_1,e_2$, and these two strains determine $x$ and $y$ uniquely because $Q_{12}$ and $\Delta Q$ are nonzero. $F$ is therefore a strictly convex function on a convex region. It has one minimum there, and any stationary point inside the region is that minimum.

The results for $\sigma_1$, $\sigma_2$ and $\phi$ at given $P$ did not use the quartic form of $g$, only its equality in the two domains. A different Landau polynomial changes the equation for $P$ and requires its own proof of the joint minimum.

## II. Range of validity, competing states and numbers

### Symbols and results carried over

The film has misfit strain $m$ along $x_1$ and $x_2$, measured from the cubic parent, and a free surface normal to $x_3$. The fraction $\phi$ belongs to a domains, polarized along $x_1$; the rest is c, polarized along $x_3$. The Landau coefficients are $a_1,a_{11},a_{12}$, the electrostriction coefficients $Q_{11},Q_{12},Q_{44}$, with $\Delta Q=Q_{11}-Q_{12}$, and the compliances $s_{11},s_{12}$. At equal polarizations, $\partial F/\partial\phi=-\sigma_1\Delta Q\,P^2$. An interior minimum has

$$\sigma_1=0,\quad \sigma_2=\frac{m-Q_{12}P^2}{s_{11}},\quad
\phi=\frac{(s_{11}-s_{12})(m-Q_{12}P^2)}{s_{11}\Delta Q\,P^2},$$

$$P^2=\frac{-a_1+Q_{12}m/s_{11}}{2a_{11}+Q_{12}^2/s_{11}} .$$

The energy is strictly convex in $x=P^2$ and $y=\phi P^2$.

### The misfit window

The formula for $\phi$ applies where it gives a value between 0 and 1. To see that this is a single interval of misfit, write

$$\phi=\frac{s_{11}-s_{12}}{s_{11}\Delta Q}\left(\frac{m}{P^2}-Q_{12}\right).$$

Since $P^2$ is linear in $m$, the numerator of $d(m/P^2)/dm$ is $P^2-m\,dP^2/dm$, which is the value of $P^2$ at $m=0$ and is positive. Thus $\phi$ increases with $m$ as long as $P^2>0$.

At the lower end, $\phi=0$ requires $m=Q_{12}P^2$. Then $\sigma_2=0$ also, and the polarization takes its stress-free value:

$$P_0^2=-\frac{a_1}{2a_{11}},\qquad m_{\rm low}=Q_{12}P_0^2 .$$

This is the misfit at which the substrate matches the short axes of a free c crystal.

At the upper end, $\phi=1$ gives

$$m-Q_{12}P^2=\frac{s_{11}\Delta Q\,P^2}{s_{11}-s_{12}},\qquad
\sigma_2=\frac{\Delta Q\,P^2}{s_{11}-s_{12}} .$$

The stationarity condition for $P$ is $a_1+2a_{11}P^2-Q_{12}\sigma_2=0$. Insertion of this $\sigma_2$ yields

$$P_u^2=\frac{-a_1}{2a_{11}-Q_{12}\Delta Q/(s_{11}-s_{12})},\qquad
m_{\rm high}=\left(Q_{12}+\frac{s_{11}\Delta Q}{s_{11}-s_{12}}\right)P_u^2 .$$

Between $m_{\rm low}$ and $m_{\rm high}$, the equilibrium c/a film has $\sigma_1=0$, with its fraction, polarization and remaining stress $\sigma_2$ given in closed form. Still to come are the film outside this window, unequal polarizations, the effect of an electric field, a worked example with numerical tests, and the consequences of admitting b domains.
